\section*{Cross-damping and population trapping in a V system}

\section*{The system}

A molecule has a ground state $|g\rangle$ of energy zero and two excited states $|1\rangle$, $|2\rangle$ of energies $\omega_1,\omega_2>0$. Each excited state is joined to $|g\rangle$ by a real, nonzero transition dipole $\mathbf d_i$; there is no dipole between the excited states and there are no permanent dipoles. The angle between $\mathbf d_1$ and $\mathbf d_2$ is $\theta$. The molecule is much smaller than the wavelength, so both dipoles feel the field at one point, and the field starts in its vacuum state, uncorrelated with the molecule.

Atomic units are used in the algebra, with $c$ the speed of light in these units. With $\sigma_i=|g\rangle\langle i|$,
\begin{equation}
H_0=\sum_i\omega_i|i\rangle\langle i|,\qquad
V=-\mathbf D\cdot\mathbf E,\qquad
\mathbf D=\sum_i\mathbf d_i(\sigma_i+\sigma_i^\dagger),
\end{equation}
\begin{equation}
\mathbf E=i\sum_{\mathbf k\lambda}\sqrt{\frac{2\pi\omega_k}{\mathcal V}}\;
\boldsymbol\epsilon_{\mathbf k\lambda}\,(a_{\mathbf k\lambda}-a^\dagger_{\mathbf k\lambda}),
\end{equation}
where $\mathcal V$ is the quantization volume and the polarization vectors are real. The energies $\omega_i$ do not yet contain the radiative shifts caused by these two transitions.

\section*{(a) The field correlation}

\textit{Find $\langle E_a(\tau)E_b(0)\rangle$ in the vacuum for the Cartesian components $a,b$.}

\textbf{Solution.} In the vacuum only $\langle aa^\dagger\rangle=1$ contributes, with the prefactor $i(-i)=1$:
\begin{equation}
\langle E_a(\tau)E_b(0)\rangle=\sum_{\mathbf k\lambda}\frac{2\pi\omega_k}{\mathcal V}\,
\epsilon_a\epsilon_b\,e^{-i\omega_k\tau}.
\end{equation}
The two polarizations span the plane normal to $\hat{\mathbf k}$, so $\sum_\lambda\epsilon_a\epsilon_b=\delta_{ab}-\hat k_a\hat k_b$. Its integral over directions is $4\pi(1-\tfrac13)\delta_{ab}=\tfrac{8\pi}{3}\delta_{ab}$. With $\sum_{\mathbf k}\to\mathcal V(2\pi)^{-3}\int k^2dk\,d\Omega$ and $k=\omega/c$,
\begin{equation}
\langle E_aE_b\rangle=\delta_{ab}C(\tau),\quad
C(\tau)=\int_0^\infty\! J(\omega)e^{-i\omega\tau}d\omega,\quad
J(\omega)=2\pi\omega\,\frac{\omega^2}{8\pi^3c^3}\,\frac{8\pi}{3}=\frac{2\omega^3}{3\pi c^3}.
\label{J}
\end{equation}
The factor $\delta_{ab}$ expresses the isotropy of free space. It will turn products of dipole components into a scalar product. For $\tau\neq0$ the integral gives $C\propto\tau^{-4}$, a rapid loss of memory.

\section*{(b) The second-order equation}

\textit{Derive the Born-Markov equation for the molecular density matrix $\rho$, before any rotating term is dropped.}

\textbf{Solution.} In the interaction picture the total density matrix obeys $\dot\chi=-i[V(t),\chi]$. Integrating once, inserting the result and tracing over the field gives
\begin{equation}
\dot\rho(t)=-\int_0^t d\tau\,\mathrm{Tr}_F\,[V(t),[V(t-\tau),\chi(t-\tau)]].
\end{equation}
The first-order term is absent because $\langle\mathbf E\rangle=0$. For weak coupling we replace $\chi(t-\tau)$ by $\rho(t-\tau)\otimes|0\rangle\langle0|$ (Born). Since $\rho$ in this picture changes little during the field memory, we also replace $\rho(t-\tau)$ by $\rho(t)$ and extend the integral to infinity (Markov).

The double commutator has four terms. Using $C(-\tau)=C(\tau)^*$, they are
\begin{equation}
\dot\rho=-\sum_a\int_0^\infty\! d\tau\,\bigl\{C(\tau)\bigl[D_a(t)D_a(t-\tau)\rho-D_a(t-\tau)\rho D_a(t)\bigr]+\mathrm{h.c.}\bigr\}.
\end{equation}
Back in the Schr\"odinger picture,
\begin{equation}
\dot\rho=-i[H_0,\rho]+\sum_a\bigl([\Lambda_a\rho,D_a]+\mathrm{h.c.}\bigr),\qquad
\Lambda_a=\int_0^\infty\! C(\tau)D_a(-\tau)\,d\tau .
\label{redfield}
\end{equation}
Because $D_a(-\tau)=\sum_i d_{ia}(\sigma_ie^{i\omega_i\tau}+\sigma_i^\dagger e^{-i\omega_i\tau})$, we need the half-range transform. From $\int_0^\infty e^{ix\tau}d\tau=\pi\delta(x)+i\,\mathrm P(1/x)$,
\begin{equation}
\Gamma(\omega)=\int_0^\infty\! C(\tau)e^{i\omega\tau}d\tau=\pi J(\omega)+iS(\omega),\qquad
S(\omega)=\mathrm P\!\!\int_0^\infty\!\frac{J(\omega')}{\omega-\omega'}\,d\omega',
\end{equation}
\begin{equation}
\Lambda_a=\sum_i d_{ia}\bigl[\Gamma(\omega_i)\sigma_i+\Gamma(-\omega_i)\sigma_i^\dagger\bigr].
\end{equation}
Here $J=0$ at negative argument: the vacuum has no energy to give to the molecule, and $\Gamma(-\omega_i)=iS(-\omega_i)$ is purely imaginary. The integral $S$ needs a high-frequency cutoff, which is understood; a reliable shift of a real molecule lies outside this three-level model.

\section*{(c) The nonsecular equation for the doublet}

\textit{Drop the terms rotating near twice the optical frequency but keep those rotating at $\omega_1-\omega_2$. Does the result preserve positive populations? If not, find an equation that does when $|\omega_1-\omega_2|\ll\omega_0=(\omega_1+\omega_2)/2$.}

\textbf{Solution.} Let $G_{ij}=\mathbf d_i\cdot\mathbf d_j$. In \eqref{redfield} the products $\sigma_i\sigma_j$ and $\sigma_i^\dagger\sigma_j^\dagger$ vanish identically. The terms $\sigma_j\rho\sigma_i$ and $\sigma_j^\dagger\rho\sigma_i^\dagger$ rotate near $2\omega_0$ in the interaction picture and average out for weak coupling. There remains
\begin{align}
\dot\rho=-i[H_0,\rho]+\sum_{ij}G_{ij}\bigl\{&\Gamma(\omega_j)(\sigma_j\rho\sigma_i^\dagger-\sigma_i^\dagger\sigma_j\rho)\nonumber\\
&+\Gamma(-\omega_j)(\sigma_j^\dagger\rho\sigma_i-\sigma_i\sigma_j^\dagger\rho)+\mathrm{h.c.}\bigr\}.
\label{partial}
\end{align}
Define $A_{ij}=G_{ij}\Gamma(\omega_j)$. The gain terms $\sigma_j\rho\sigma_i^\dagger$ feed the ground state at the rate
\begin{equation}
\dot\rho_{gg}=\mathrm{Tr}[(A+A^\dagger)\rho_e],
\end{equation}
where $\rho_e$ is the $2\times2$ excited block. This rate is nonnegative for every $\rho_e$ only if $A+A^\dagger$ has no negative eigenvalue. Its elements are $G_{ij}[\pi(J_i+J_j)+i(S_j-S_i)]$, with $J_i=J(\omega_i)$ and $S_i=S(\omega_i)$. For parallel dipoles $G_{12}^2=d_1^2d_2^2$, hence
\begin{align}
\det(A+A^\dagger)&=d_1^2d_2^2\bigl[4\pi^2J_1J_2-\pi^2(J_1+J_2)^2-(S_1-S_2)^2\bigr]\nonumber\\
&=-d_1^2d_2^2\bigl[\pi^2(J_1-J_2)^2+(S_1-S_2)^2\bigr].
\end{align}
For $J_1\ne J_2$ this is negative, so one eigenvalue is negative. A molecule prepared in the corresponding excited state would acquire a negative ground-state population. Equation \eqref{partial} therefore does not preserve positivity.

The cure is consistent with the approximation already made. Since $J\propto\omega^3$, replacing $\omega_i$ by $\omega_0$ changes $J_i$ by a relative amount of about $3|\omega_i-\omega_0|/\omega_0\ll1$. We also assume that $S(\omega)$ and $S(-\omega)$ change across the doublet by much less than $\pi J(\omega_0)$, a condition that depends on the cutoff, and set $\Gamma(\pm\omega_j)\to\Gamma(\pm\omega_0)$ in the damping terms, while keeping $\omega_1\neq\omega_2$ in $H_0$.

Now add the Hermitian conjugates and exchange $i$ and $j$ in them, which is allowed because $G$ is symmetric:
\begin{itemize}
\item The gain term acquires $\Gamma(\omega_0)+\Gamma(\omega_0)^*=2\pi J(\omega_0)$.
\item The loss term splits into $-\pi J(\omega_0)\{\sigma_i^\dagger\sigma_j,\rho\}$ and $-iS(\omega_0)[\sigma_i^\dagger\sigma_j,\rho]$.
\item The terms $\sigma_j^\dagger\rho\sigma_i$ cancel, because $\Gamma(-\omega_0)$ is imaginary.
\item Since $\sigma_i\sigma_j^\dagger=\delta_{ij}|g\rangle\langle g|$, the last term only shifts the ground state.
\end{itemize}
The result is
\begin{equation}
\boxed{\;\dot\rho=-i[H,\rho]+\sum_{ij}\gamma_{ij}\bigl(\sigma_j\rho\sigma_i^\dagger-\tfrac12\{\sigma_i^\dagger\sigma_j,\rho\}\bigr),\quad
\gamma_{ij}=2\pi J(\omega_0)G_{ij}=\frac{4\omega_0^3}{3c^3}\,\mathbf d_i\cdot\mathbf d_j\;}
\label{master}
\end{equation}
\begin{equation}
H=H_0+S(\omega_0)\sum_{ij}G_{ij}\sigma_i^\dagger\sigma_j+S(-\omega_0)\,(d_1^2+d_2^2)\,|g\rangle\langle g|.
\end{equation}
For any complex $v_i$, $\sum_{ij}v_i^*\gamma_{ij}v_j=2\pi J(\omega_0)\,|\sum_iv_i\mathbf d_i|^2\ge0$. The damping matrix is thus positive semidefinite and \eqref{master} has Lindblad form. Writing $\gamma_i=\gamma_{ii}$, the cross-damping is
\begin{equation}
\gamma_{12}=\sqrt{\gamma_1\gamma_2}\,\cos\theta .
\end{equation}
It measures the overlap of the fields emitted by the two transitions, summed with its sign over all directions and polarizations. For orthogonal dipoles the contributions of different directions cancel, and $\gamma_{12}=0$.

If $|\omega_1-\omega_2|$ is much larger than both rates $\gamma_1,\gamma_2$ and both shifts $|S(\omega_0)|d_i^2$ (and hence larger than $\gamma_{12}$ and $|S(\omega_0)G_{12}|$), the cross terms rotate many times before they can act. They then average out, and each state decays at its own rate $\gamma_i$. This is the secular limit. Exceeding $\gamma_{12}$ alone is not enough: for parallel dipoles with $\gamma_2\ll\gamma_1$, a splitting above $\gamma_{12}$ but well below $\gamma_1$ still leaves the nearly dark state of part (f), which decays much more slowly than $\gamma_2$. For a degenerate doublet nothing rotates, and the cross terms must stay.

\section*{(d) Decay of a degenerate doublet}

\textit{For $\omega_1=\omega_2=\omega_0$ and any $\theta$, find the excited population $P(t)$ when the molecule starts in $|1\rangle$.}

\textbf{Solution.} The excited block of \eqref{master} is
\begin{equation}
\dot\rho_e=-i[\omega_0+S(\omega_0)G,\rho_e]-\tfrac12\{\gamma,\rho_e\}.
\end{equation}
Since $\gamma\propto G$, the shift and the damping share their eigenvectors $|\pm\rangle$. The shift gives phases to the coherences between them but leaves their populations alone, and each population decays at its eigenvalue
\begin{equation}
\gamma_\pm=\tfrac12\Bigl[\gamma_1+\gamma_2\pm\sqrt{(\gamma_1-\gamma_2)^2+4\gamma_{12}^2}\Bigr],\qquad
\gamma_+\gamma_-=\gamma_1\gamma_2\sin^2\theta .
\end{equation}
Let $w_\pm=|\langle\pm|1\rangle|^2$. The conditions $w_++w_-=1$ and $\gamma_1=\langle1|\gamma|1\rangle=w_+\gamma_++w_-\gamma_-$ give, for $\gamma_+\neq\gamma_-$,
\begin{equation}
P(t)=w_+e^{-\gamma_+t}+w_-e^{-\gamma_-t},\qquad
w_+=\frac{\gamma_1-\gamma_-}{\gamma_+-\gamma_-},\quad w_-=\frac{\gamma_+-\gamma_1}{\gamma_+-\gamma_-}.
\label{P}
\end{equation}
If $\gamma_+=\gamma_-$, there is a single exponential. Equivalently $P(t)=\langle1|e^{-\gamma t}|1\rangle$, so $\dot P(0)=-\gamma_1$ at every angle, while $\ddot P(0)=\gamma_1^2+\gamma_1\gamma_2\cos^2\theta$. The initial decay rate does not know about the second dipole; interference enters at the next order in time and slows the decay.

\section*{(e) Parallel dipoles}

\textit{What remains at long times if the degenerate dipoles are parallel and of the same sense?}

\textbf{Solution.} Now $\sin\theta=0$, so $\gamma_-=0$ and $\gamma_+=\gamma_1+\gamma_2$. The eigenvectors are a bright and a dark state,
\begin{equation}
|B\rangle=\frac{d_1|1\rangle+d_2|2\rangle}{\sqrt{d_1^2+d_2^2}},\qquad
|D\rangle=\frac{d_2|1\rangle-d_1|2\rangle}{\sqrt{d_1^2+d_2^2}} .
\end{equation}
The dipole from $|D\rangle$ to $|g\rangle$ is proportional to $d_2d_1-d_1d_2=0$. Both $\gamma$ and the shift matrix $S(\omega_0)G$ annihilate $|D\rangle$, so its population is conserved for any initial state. The bright population decays at $\gamma_+$ and the coherence between $|B\rangle$ and $|D\rangle$ at $\gamma_+/2$. The excited block therefore tends to $p_D|D\rangle\langle D|$, with $p_D=\langle D|\rho(0)|D\rangle$. Starting from $|1\rangle$, and using $\gamma_i\propto d_i^2$,
\begin{equation}
\boxed{\;P(\infty)=p_D=\frac{d_2^2}{d_1^2+d_2^2}=\frac{\gamma_2}{\gamma_1+\gamma_2}\;}
\label{trap}
\end{equation}
\begin{equation}
\rho_{11}\to\frac{\gamma_2^2}{(\gamma_1+\gamma_2)^2},\qquad
\rho_{22}\to\frac{\gamma_1\gamma_2}{(\gamma_1+\gamma_2)^2},\qquad
\rho_{12}\to-\frac{\gamma_2\sqrt{\gamma_1\gamma_2}}{(\gamma_1+\gamma_2)^2}.
\end{equation}
For equal dipoles half the population is trapped, one quarter in each state, with $\rho_{12}=-1/4$. Antiparallel dipoles give the same populations and the opposite sign of $\rho_{12}$.

The basis $|B\rangle,|D\rangle$ shows what trapping means here: a degenerate doublet with parallel dipoles is one emitting state and one state without a dipole. Population stays because $|1\rangle$ overlaps the latter. The preparation matters, since $\mathbf D|g\rangle\propto|B\rangle$: a weak pulse acting on the ground state through these dipoles alone creates the bright state, of which nothing is trapped.

\section*{(f) When does trapping fail?}

\textit{Show which conditions are necessary, and find the decay rate of the nearly dark state when parallel dipoles have a small splitting $\delta=\omega_1-\omega_2$.}

\textbf{Solution.} The excited block evolves with $H_{\rm eff}=H_e-\tfrac i2\gamma$, where $H_e$ is the excited block of $H$. Population survives only if $H_{\rm eff}$ has a real eigenvalue. For its normalized eigenvector $u$, the imaginary part of $u^\dagger H_{\rm eff}u$ is $-\tfrac12u^\dagger\gamma u$, which must vanish. As $\gamma$ is positive semidefinite, $\gamma u=0$. This requires $\sin\theta=0$ and $u\propto|D\rangle$, up to the sign of $d_2$. Then $u$ must also be an eigenvector of $H_e$. The shift matrix annihilates it, and both its components are nonzero, so $\omega_1=\omega_2$. Within this model, trapping requires both collinear dipoles (parallel or antiparallel) and degeneracy.

For a small splitting, $\pm\delta/2$ on the diagonal couples the bright and dark states by
\begin{equation}
V_{BD}=\frac{\delta}{2}\,\frac{d_1d_2+d_2d_1}{d_1^2+d_2^2}=\frac{\delta\,d_1d_2}{d_1^2+d_2^2}.
\end{equation}
Let $s=S(\omega_0)(d_1^2+d_2^2)$ be the bright-state shift. The splitting also moves $|B\rangle$ by $+\varepsilon$ and $|D\rangle$ by $-\varepsilon$, with $\varepsilon=\tfrac{\delta}{2}(d_1^2-d_2^2)/(d_1^2+d_2^2)$. With energies measured from the moved dark state, the amplitudes obey $i\dot b=(s+2\varepsilon-\tfrac i2\gamma_+)b+V_{BD}\,a$ and $i\dot a=V_{BD}\,b$, with $a$ the dark amplitude. For $|\delta|\ll|s-\tfrac i2\gamma_+|$ the term $2\varepsilon$ changes the leak rate only at higher order in $\delta$ and is dropped. The bright amplitude follows adiabatically, $b=-V_{BD}\,a/(s-\tfrac i2\gamma_+)$, hence
\begin{equation}
\dot a=\frac{iV_{BD}^2}{s-\tfrac i2\gamma_+}\,a,\qquad
\gamma_{\rm leak}=-2\,\mathrm{Re}\,\frac{\dot a}{a}=\frac{V_{BD}^2\,\gamma_+}{s^2+\gamma_+^2/4}.
\label{leak}
\end{equation}
The leak is quadratic in $\delta$, so a splitting well below the linewidth leaves a long-lived state. Other molecular levels, vibrations and collisions are not in the model. A static perturbation within the doublet adds its matrix element between $|B\rangle$ and $|D\rangle$ to $V_{BD}$, and the leak is governed by the sum. For a degenerate doublet any such coupling ends the trapping in the same way. For $\delta\neq0$ a coupling that cancels $V_{BD}$, such as $w(|1\rangle\langle2|+|2\rangle\langle1|)$ with $w=\delta\,d_1d_2/(d_1^2-d_2^2)$ and $d_1\neq d_2$, makes $|D\rangle$ an eigenvector again and restores trapping.

\section*{(g) Numbers}

\textit{Take round model parameters: a transition energy of 3.0 eV and dipoles of 1.0 and 0.5 $e\,$angstrom. Evaluate the rates, the trapped population, its dependence on angle, and the leak for $\delta=0.1\gamma_1$ with $s=0$.}

\textbf{Solution.} Equation \eqref{master} gives $\gamma_1=6.75\times10^{-8}$ eV, a lifetime of 9.76 ns for $|1\rangle$ alone. Halving the dipole divides the rate by four, $\gamma_2=1.69\times10^{-8}$ eV, and for parallel dipoles $\gamma_{12}=\gamma_1/2=3.37\times10^{-8}$ eV. The rates are tiny beside 3.0 eV, as weak coupling requires, and the wavelength of 4133 angstrom justifies a common position for a small molecule. Weak coupling also needs small shifts, and these depend on the cutoff. For a sharp cutoff $\omega_c\gg\omega_0$, $s/\gamma_+=S(\omega_0)/2\pi J(\omega_0)\approx-\omega_c^3/(6\pi\omega_0^3)$, which makes $|s|$ about $2000\,\gamma_+$ at $\omega_c=100$ eV and of order 1 eV at $\omega_c\approx2$ keV. This cubic growth belongs to the Hamiltonian used here, which omits the dipole self-energy. The value $s=0$ is therefore a choice for illustration, not a prediction of the model.

With $\gamma_2/\gamma_1=1/4$, \eqref{trap} gives $P(\infty)=0.25/1.25=0.20$ from $|1\rangle$, and $1/1.25=0.80$ from $|2\rangle$: the weaker emitter overlaps the dark state more. From $|1\rangle$ the final values are $\rho_{11}=0.04$, $\rho_{22}=0.16$ and $\rho_{12}=-0.08$. The emission rate $\gamma_1\rho_{11}+\gamma_2\rho_{22}+2\gamma_{12}\rho_{12}$ is then $\gamma_1(0.04+0.04-0.08)=0$. Both states are populated, and their coherence cancels the emission.

The excited population from $|1\rangle$ is:
\begin{center}
\begin{tabular}{cccc}
$\theta$ & $\gamma_1t=1$ & $\gamma_1t=5$ & $\gamma_1t=20$\\
\hline
$0^\circ$ & 0.429 & 0.202 & 0.200\\
$30^\circ$ & 0.414 & 0.135 & 0.061\\
$60^\circ$ & 0.383 & 0.039 & 0.003\\
$90^\circ$ & 0.368 & 0.007 & 0.000
\end{tabular}
\end{center}
At $30^\circ$ the slow rate is $\gamma_-=3.52\times10^{-9}$ eV $=0.052\gamma_1$, and \eqref{P} gives it the weight $w_-=0.17$. At $\gamma_1t=20$ this leaves $0.17\,e^{-1.04}\approx0.06$: a slow tail, but no trapping.

For the leak, $\delta=6.75\times10^{-9}$ eV and $V_{BD}=0.4\,\delta=2.70\times10^{-9}$ eV. With $\gamma_+=8.43\times10^{-8}$ eV, \eqref{leak} gives $4V_{BD}^2/\gamma_+=3.45\times10^{-10}$ eV. The eigenvalue of $H_{\rm eff}$ gives $3.44\times10^{-10}$ eV, so the leading order is adequate here. With $s=0$, where \eqref{leak} is largest, the nearly dark state lives about 200 times longer than $|1\rangle$ alone; a shift $|s|=\gamma_+$ would lengthen this about fivefold. For $s\neq0$ the relative correction to \eqref{leak} is of first order in $\delta$, about 10\% at $|s|=0.7\gamma_1$ for this splitting.

The master equation was also tested against the Schr\"odinger equation for a V system with a discretized field, in the one-excitation rotating-wave space and with a dipole ratio of 0.7. Three cases were compared at three times each, $\gamma_1t=0.6$, 2 and 4; the largest deviation of an excited density-matrix element at these times was 0.0016. For degenerate parallel dipoles at $\gamma_1t=4$, deleting the cross-damping while keeping the cross shift put the excited population wrong by 0.28. The numerical output follows.

\section*{Table of computed values}
\begin{verbatim}
transition energy: 3.0 eV
dipoles d1, d2: 1.0, 0.5 e angstrom
wavelength: 4133 angstrom
gamma_1: 6.7468e-08 eV
gamma_2: 1.6867e-08 eV
gamma_12, parallel dipoles: 3.3734e-08 eV
bright-state rate gamma_1 + gamma_2: 8.4334e-08 eV
lifetime 1/gamma_1 (conversion): 9.756 ns
final state from |1>, degenerate parallel dipoles (no unit):
  rho_11 = 0.0400, rho_22 = 0.1600
  rho_12 = -0.0800, rho_gg = 0.8000
trapped fraction from |1>: 0.2000 (no unit)
trapped fraction from |2>: 0.8000 (no unit)
equal parallel dipoles, final state from |1> (no unit):
  rho_11 = 0.2500, rho_22 = 0.2500, rho_12 = -0.2500
excited population from |1> at gamma_1 t = 1, 5, 20 (no unit):
  theta =  0 deg: 0.429204, 0.201544, 0.200000
  theta = 30 deg: 0.413624, 0.135095, 0.060815
  theta = 60 deg: 0.382963, 0.039355, 0.002571
  theta = 90 deg: 0.367879, 0.006738, 0.000000
decay rates gamma_plus, gamma_minus:
  theta =  0 deg: 8.4334e-08, 0.0000e+00 eV
  theta = 30 deg: 8.0814e-08, 3.5203e-09 eV
  theta = 60 deg: 7.2574e-08, 1.1760e-08 eV
  theta = 90 deg: 6.7468e-08, 1.6867e-08 eV
level splitting for the leak: 6.7468e-09 eV
leak rate, eigenvalue: 3.4363e-10 eV
leak rate, leading-order formula: 3.4543e-10 eV
discretized-field test, model units:
  largest density-matrix deviation: 1.6e-03 (no unit)
  population error without cross-damping: 0.278 (no unit)
negative feeding rate found, unequal frequencies: -0.1880 (model units)
\end{verbatim}
